# Diffuse Wall Scattering in a Thick Circular Wire Beyond First Order

**Q:** A thin metal wire conducts worse than the bulk metal because electrons lose their drift at its surface. For a wire much thicker than the mean free path, the loss should be proportional to the ratio of mean free path to diameter. I would expect a correction proportional to the square of that ratio next. What does the calculation give?

**A:** We need a definite model first. Let the wire be long, with a circular cross-section of diameter $d$ and area $A=\pi d^2/4$. The Fermi surface is a sphere, the bulk relaxation time $\tau$ is the same for all directions, and the bulk mean free path is $\lambda=v\tau$, with $v$ the Fermi speed. A weak steady field $\mathcal E$ points along the axis $z$. The walls are fully diffuse: an electron leaves the wall with no memory of its axial velocity. The large parameter is
$$k=\frac d\lambda .$$

Write the distribution as $f_0+g$, with $f_0$ the equilibrium function of the energy $\varepsilon$. For carriers of charge $q$, the linearized Boltzmann equation is
$$q\mathcal E v_z\frac{\partial f_0}{\partial\varepsilon}+\mathbf v_\perp\!\cdot\nabla g=-\frac g\tau .$$
Far from any wall the gradient vanishes, and $g_b=-q\mathcal E\tau v_z\,\partial f_0/\partial\varepsilon$. Put $g=g_b h$. Since $g_b$ does not depend on position, dividing by $g_b/\tau$ gives $-1+\tau\mathbf v_\perp\!\cdot\nabla h=-h$.

Let $\theta$ be the angle between velocity and axis, and $s$ the distance along the path projected on the cross-section. The transverse speed is $v\sin\theta$, so
$$\lambda\sin\theta\,\frac{dh}{ds}+h=1 .$$

**Q:** Could the walls also charge the wire and produce a transverse field? And why should $h$ be zero for electrons leaving a diffuse wall?

**A:** Both answers follow from symmetry. The driving term is odd in $v_z$, and so is $g$. Its integral over velocities is therefore zero, and no charge builds up. A diffuse wall sends electrons out with a distribution that is even in $v_z$, so the odd part vanishes there: $h=0$ at $s=0$. With this condition,
$$h=1-e^{-L/(\lambda\sin\theta)},$$
where $L$ is the projected distance back to the wall.

The axial current contains one factor $v_z$ from the velocity and another from $g_b$. Its angular weight is $\cos^2\theta$, whose integral over solid angle is $4\pi/3$. Dividing by the bulk current gives
$$\frac{\sigma}{\sigma_0}=1-\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\;e^{-L/(\lambda\sin\theta)} .$$
Here $\sigma$ is the conductivity averaged over the cross-section and $\sigma_0$ that of the bulk.

**Q:** That is a four-dimensional integral. If you expand near the surface as if the wall were flat, you may lose the very correction I am asking about.

**A:** No flat-wall approximation is needed. Fix a direction of motion and slice the disk into chords parallel to its projection. Let $b$ be the offset of a chord from the centre, $c(b)$ its length, and $\ell=\lambda\sin\theta$. Along a chord $L=s$ and $dA=db\,ds$, so
$$\int_0^{c}e^{-s/\ell}\,ds=\ell\left(1-e^{-c/\ell}\right).$$

The two terms in the bracket have separate meanings. The "1" is the loss behind one wall if the metal went on without end. The exponential corrects for the opposite wall, which cuts the damaged region short.

For the "1", the integral over $b$ is the full width $d$. The angular integral is
$$\int d\Omega\cos^2\theta\sin\theta=2\pi\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=2\pi\cdot\frac14\int_0^\pi\sin^22\theta\,d\theta=2\pi\cdot\frac\pi8=\frac{\pi^2}{4}.$$
Since $4\pi A=\pi^2d^2$, the one-wall loss is
$$\frac{3\lambda d}{\pi^2d^2}\cdot\frac{\pi^2}{4}=\frac{3\lambda}{4d}=\frac{3}{4k}.$$
No expansion was made in this part. Everything else is in the two-wall term $T$:
$$\frac\sigma{\sigma_0}=1-\frac3{4k}+T(k),\qquad T=\frac{6\lambda}{\pi d^2}\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta\int db\;e^{-c/\ell}.$$
The prefactor is $3\lambda\cdot2\pi/(\pi^2d^2)$, and $T$ is positive.

**Q:** In a thick wire the opposite wall is many mean free paths away. Should $T$ not be exponentially small?

**A:** It would be if every chord were long. A circle also has short chords near its edge, for electrons that graze the surface, and these decide the answer. With $x=c/d$, the relation $c=2\sqrt{d^2/4-b^2}$ gives $b=\pm\frac d2\sqrt{1-x^2}$. Adding the two sides,
$$db\;\to\;\frac{d\,x}{\sqrt{1-x^2}}\,dx,\qquad 0<x<1 .$$
Therefore
$$T(k)=\frac{6}{\pi k}\int_0^\pi\sin^2\theta\cos^2\theta\;E\!\left(\frac{k}{\sin\theta}\right)d\theta,\qquad E(a)=\int_0^1\frac{x\,e^{-ax}}{\sqrt{1-x^2}}\,dx .$$

For large $a$ the exponential confines $x$ to values of order $1/a$. There the square root is close to 1, and
$$E(a)\simeq\int_0^\infty x\,e^{-ax}dx=\frac1{a^2}=\frac{\sin^2\theta}{k^2}.$$
The remaining angular integral is
$$\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta=\frac18\int_0^\pi\sin^22\theta\,(1-\cos2\theta)\,d\theta=\frac\pi{16},$$
because the part with $\cos2\theta$ integrates to zero. Hence $T\simeq\frac6{\pi k^3}\cdot\frac\pi{16}=\frac3{8k^3}$, and
$$\frac\sigma{\sigma_0}=1-\frac3{4k}+\frac3{8k^3}+\dots$$
The second-order term you expected is absent.

**Q:** You replaced the square root by 1 and moved the upper limit to infinity. How do I know that these steps do not hide a term in $k^{-4}$, or something larger?

**A:** Bound the error. With $w=\sqrt{1-x^2}$,
$$E(a)-\frac1{a^2}=\int_0^1x\left(\frac1w-1\right)e^{-ax}dx-\int_1^\infty x\,e^{-ax}dx ,$$
$$\frac1w-1=\frac{1-w^2}{w(1+w)}=\frac{x^2}{w(1+w)}\le\frac{x^2}{w}.$$
Split the first integral at $x=\frac12$. Below it $1/w\le2/\sqrt3$, and $\int_0^\infty x^3e^{-ax}dx=6/a^4$, so that part is at most $4\sqrt3/a^4$. Above it $e^{-ax}\le e^{-a/2}$, and $\int_0^1x^3/w\,dx=\frac23$. The tail equals $e^{-a}(1/a+1/a^2)$, which is at most $2e^{-a}$ for $a\ge1$. Thus
$$\left|E(a)-\frac1{a^2}\right|\le\frac{4\sqrt3}{a^4}+\frac23e^{-a/2}+2e^{-a}.$$
Since $a=k/\sin\theta\ge k$, the bracketed error is $O(k^{-4})$ for all directions together. The factor $1/k$ in front of $T$ makes the error in the conductivity $O(k^{-5})$, so there is no $k^{-4}$ term.

**Q:** What is the next term, then, and can I improve the result as far as I like by adding more?

**A:** Expand the square root: $(1-x^2)^{-1/2}=\sum_j\beta_jx^{2j}$ with $\beta_j=\binom{2j}{j}4^{-j}$. For each fixed number of terms the same splitting argument applies, and $\int_0^\infty x^{2j+1}e^{-ax}dx=(2j+1)!/a^{2j+2}$. So
$$T\sim\sum_{j\ge0}\frac{C_j}{k^{2j+3}},\qquad C_j=\frac6\pi\,\beta_j\,(2j+1)!\int_0^\pi\sin^{2j+4}\theta\cos^2\theta\,d\theta .$$
After the leading $-3/(4k)$, all power corrections have odd order. For $j=1$ the factors are $\beta_1=\frac12$, $3!=6$ and
$$\int_0^\pi(\sin^6\theta-\sin^8\theta)\,d\theta=\frac{5\pi}{16}-\frac{35\pi}{128}=\frac{5\pi}{128},$$
which gives $C_1=45/64$.

The series cannot be improved without limit. From one coefficient to the next, $\beta_j$ changes by $(2j+1)/(2j+2)$, the factorial by $(2j+2)(2j+3)$, and the angular integral by $(2j+5)/(2j+8)$. Their product is
$$\frac{C_{j+1}}{C_j}=\frac{(2j+1)(2j+3)(2j+5)}{2j+8},$$
which grows like $4j^2$. At any fixed $k$ the terms eventually increase, so the series diverges. It is asymptotic: a fixed truncation becomes accurate as $k$ grows.

**Q:** How large must $k$ be in practice?

**A:** Compare with numerical quadrature of the chord formula:

| $k$ | quadrature | to $k^{-1}$ | to $k^{-3}$ |
|---|---|---|---|
| 2 | 0.6746 | 0.6250 | 0.6719 |
| 5 | 0.8533 | 0.8500 | 0.8530 |
| 10 | 0.925383 | 0.925000 | 0.925375 |

The chord formula was also tested against the original average over position and direction. At $k=2$, 5 and 10 the two agree to the six decimals printed.

The thin limit shows where the expansion must fail. Since $1-e^{-u}\le u$, we have $h\le L/(\lambda\sin\theta)$, and $h$ approaches this value as $\lambda\to\infty$. The mean of $L$ over the disk is
$$\frac1A\int\frac{c^2}2\,db=\frac1A\int_{-d/2}^{d/2}2\left(\frac{d^2}4-b^2\right)db=\frac1A\cdot\frac{d^3}{3}=\frac{4d}{3\pi}.$$
The $\sin\theta$ in $d\Omega$ cancels the one in the denominator, leaving $2\pi\int_0^\pi\cos^2\theta\,d\theta=\pi^2$. Hence
$$\frac{\sigma}{\sigma_0}\to\frac3{4\pi}\cdot\pi^2\cdot\frac{4d}{3\pi\lambda}=k\qquad(k\to0),$$
and $k$ is an upper bound at every thickness. The cubic truncation breaks this bound in thin wires: at $k=0.5$ it gives $1-1.5+3=2.5$, more than the bulk conductivity.

**Q:** I am still uneasy about the missing square. Is it a cancellation peculiar to the integrals you chose?

**A:** No, it comes from the geometry of short chords. Suppose that, for a given direction, the offsets $db$ that give lengths between $c$ and $c+dc$ have density $n(c)$. For small $\ell$,
$$\int n(c)\,e^{-c/\ell}dc=n(0)\,\ell+n'(0)\,\ell^2+\dots$$
$T$ carries one more factor $\lambda$ in front. A second-order term therefore needs $n(0)\neq0$. For the circle, $n(c)\simeq c/d$, which vanishes at $c=0$. A chord shorter than $0.2\,d$ is already rare: the fraction of offsets that give one is $1-\sqrt{1-0.04}=0.0202$.

A square wire is a case where the argument can be put at risk, because its corners have many short chords. Let its side be $a_s$, let $\kappa=a_s/\lambda$, and let $\varphi$ be the angle between the projected path and one side. A chord of length $c$ across a corner cuts off a right triangle with legs $c|\cos\varphi|$ and $c|\sin\varphi|$. The corner lies at height $c|\sin\varphi\cos\varphi|$ above the chord. Two opposite corners contribute, so $n(0)=2|\sin\varphi\cos\varphi|$.

The prefactor is now $3\lambda/(4\pi a_s^2)$, and the second-order term becomes
$$\frac{3\lambda^2}{4\pi a_s^2}\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta\int_0^{2\pi}2|\sin\varphi\cos\varphi|\,d\varphi=\frac3{4\pi\kappa^2}\cdot\frac4{15}\cdot4=\frac4{5\pi\kappa^2}.$$
The coefficient is 0.2546. Tracing chords through a square with $\kappa=40$ gave 0.2544. Corners do restore the second-order term.

The one-wall loss of the square is still $3/(4\kappa)$. Its width across the path is $a_s(|\cos\varphi|+|\sin\varphi|)$, whose integral over $\varphi$ is $8a_s$, and $\frac{3\lambda}{4\pi a_s^2}\cdot\frac\pi8\cdot8a_s=\frac3{4\kappa}$.

**Q:** Engineers quote resistivity. May I say that its second-order term is missing too, and simply add a wall resistivity to the bulk value?

**A:** You may not. Put $y=\frac3{4k}-\frac3{8k^3}$. With $\rho=1/\sigma$ and $\rho_0=1/\sigma_0$, the ratio $\rho/\rho_0=1/(1-y)=1+y+y^2+y^3+\dots$ becomes
$$\frac\rho{\rho_0}=1+\frac3{4k}+\frac9{16k^2}+\left(\frac{27}{64}-\frac{24}{64}\right)\frac1{k^3}+\dots=1+\frac3{4k}+\frac9{16k^2}+\frac3{64k^3}+O(k^{-4}).$$
The square of the first-order loss supplies the second-order term. Adding $3\rho_0/(4k)$ to the bulk resistivity is therefore correct to first order and no further.

**Q:** Put numbers in. Does the cubic term matter in a wire that someone might make?

**A:** Take a platinum wire with $d=15$ nm. Rough room-temperature values are $\lambda=3$ nm and $\rho_0=11$ µΩ cm, so $k=15/3=5$. The free path is the uncertain input: it is one number standing for several bands, and $\lambda=5$ nm would give $k=3$ and a ratio of 0.766. The first-order loss is $0.75/5=0.150$ and the cubic gain is $0.375/125=0.003$, which gives a ratio of 0.8530. Quadrature gives 0.8533. Measured against the bulk conductivity, the error falls from 0.33% at first order to 0.03% at third.

The next terms are $2.25\times10^{-4}$, $0.95\times10^{-4}$, $0.99\times10^{-4}$ and $1.96\times10^{-4}$. The divergence is thus visible at this thickness, with the smallest term at $k^{-7}$.

The resistivity is $11/0.8533=12.9$ µΩ cm. Adding the first-order wall term to the bulk value gives $11\times1.15=12.65$ µΩ cm, about 1.9% below the quadrature result. The gap is 0.24 µΩ cm. The second-order resistivity term alone would give $11\times0.5625/25=0.25$ µΩ cm; the higher terms together are small and negative. With $A=\pi(15\text{ nm})^2/4=177$ nm², the resistance per length is about 730 Ω/µm.

**Q:** A real wire is not a free-electron cylinder with perfectly diffuse walls. Which of your assumptions costs more than 0.003?

**A:** The first three changes below do, and the fourth may. In the following estimates the wire stays at $d=15$ nm and one assumption is changed at a time.

*Partly specular walls.* Let a fraction $p$ of wall reflections be specular. In a circle successive chords have equal length, so the value of $h$ at the start of a chord is $h_0=p\,h(c)$, with $h(c)=1-(1-h_0)e^{-c/\ell}$. Solving for the loss,
$$1-h_0=\frac{1-p}{1-p\,e^{-c/\ell}},$$
and this factor multiplies the loss of each chord. An assumed $p=0.2$ raises the ratio by 0.029, close to the first-order estimate $0.2\times0.15=0.030$.

*Grain boundaries.* In the Mayadas–Shatzkes model the scattering rate is multiplied by $1+\alpha/\mu$, where $\mu=|\cos\theta|$ and $\alpha=\frac\lambda D\frac{R}{1-R}$. For grain size $D=d$ and an assumed boundary reflection coefficient $R=0.3$, $\alpha=0.2\times0.3/0.7=0.086$. Without wall scattering the ratio is
$$3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu=0.889 ,$$
a loss of 0.111, comparable with that from the walls. I have not computed the two together.

*Fermi surface.* Platinum's has several non-spherical sheets. As a measure of anisotropy, take an ellipsoid whose axial mass is twice its transverse mass, with constant $\tau$ and the axial free path held at 3 nm. Rescaling the momenta turns it into a sphere. The walls then see the transverse free path, longer by $\sqrt2$, so $k$ is replaced by $k/\sqrt2$. The ratio falls by 0.056, to 0.798.

*Quantized transverse motion.* The free-electron relation $\sigma_0=k_F^2e^2\lambda/(3\pi^2\hbar)$ with these inputs gives an effective Fermi wavenumber $k_F=19.2$ nm⁻¹. Counting hard-wall modes gives 5110 per spin, 1.4% fewer than the semiclassical number $(k_Fd)^2/16$. This is a deficit of modes, not a computed change in conductivity. It does not settle the size of the quantum correction; it only warns that the correction could exceed 0.3%. This $k_F$ is also a bookkeeping value, not a wavenumber of platinum's electrons: it exceeds the farthest corner of the Brillouin zone, about 17.9 nm⁻¹ for a lattice constant of 0.392 nm. The same deficit would follow from shrinking the radius by about $1/k_F\approx0.05$ nm, less than an atomic spacing, so the count belongs to the free-electron cylinder and not to the real wire.

**Q:** And how does the example sit beside actual interconnects?

**A:** An interconnect may be made of another metal, and its cross-section may be closer to a rectangle than to a circle. For a square of side 15 nm the corner term alone is $0.2546/25=0.010$, more than three times the circle's cubic term. A line may also be polycrystalline; for the grain parameters above, the Mayadas–Shatzkes model puts the loss at about 11% of the bulk conductivity when grain boundaries act alone.

Temperature matters as well. If $\lambda\propto1/T$ and $\rho_0\propto T$, going from 300 K to 375 K gives $k=6.25$ and a ratio of 0.882. The wall loss shrinks, yet the resistivity rises from 12.9 to 15.6 µΩ cm because the bulk part grows. The value of 12.9 µΩ cm is therefore an estimate for a clean, round, single-crystal wire in this model, not a prediction for a manufactured line.

**Q:** Then what is the cubic term good for?

**A:** At $k=5$ it is too small to guide a design. It does provide a sharp check on a transport calculation for a round diffuse wire. Subtract $1-3/(4k)$ from the computed ratio and multiply by $k^3$: the result must approach $3/8$. At $k=40$ the quadrature gives 0.37544, and the predicted next correction, $45/(64\times1600)=0.00044$, accounts for the difference at that precision. If the difference before multiplication falls as $k^{-2}$ instead of $k^{-3}$, corners in a discretized cross-section are one possible cause. A polygon inscribed in the circle has a second effect: its perimeter-to-area ratio is larger than the circle's, which changes the first-order loss and leaves a difference that falls only as $k^{-1}$ at large $k$. The numerical output below lists the values at further thicknesses.

## Table of computed values

```
TESTS
k= 2.0: ratio, position average 0.674637, chord formula 0.674637
k= 5.0: ratio, position average 0.853299, chord formula 0.853299
k=10.0: ratio, position average 0.925383, chord formula 0.925383
Fraction of chords shorter than 0.2 d: 0.0202
k^3 x two-wall term at k=40: 0.37544
Next coefficient estimated at k=40: 0.7078
Decay power of two-wall term, k=40 to 80: 3.0013
Resistivity, k^-2 coefficient at k=200: 0.56273
Resistivity, k^-3 coefficient at k=200: 0.0456
Square wire, second-order coefficient: 0.2544
Square wire, 4/(5 pi): 0.2546
ACCURACY OF THE TRUNCATIONS
k= 2.0: quadrature 0.674637, to k^-1 0.625000, to k^-3 0.671875
k= 3.0: quadrature 0.765979, to k^-1 0.750000, to k^-3 0.763889
k= 5.0: quadrature 0.853299, to k^-1 0.850000, to k^-3 0.853000
k=10.0: quadrature 0.925383, to k^-1 0.925000, to k^-3 0.925375
k=20.0: quadrature 0.962547, to k^-1 0.962500, to k^-3 0.962547
EXAMPLE: PLATINUM WIRE (ROUGH PARAMETERS)
Diameter 15.0 nm, mean free path 3.0 nm, k = 5.00
Bulk resistivity: 11.0 microohm cm
First-order term: -0.15000
Term k^-3: coefficient 0.375, value 3.000e-03
Term k^-5: coefficient 0.70312, value 2.250e-04
Term k^-7: coefficient 7.3828, value 9.450e-05
Term k^-9: coefficient 193.8, value 9.922e-05
Term k^-11: coefficient 9593, value 1.965e-04
Conductivity ratio, quadrature: 0.853299
Error of first-order formula: -3.30e-03
Error of third-order formula: -2.99e-04
Wire resistivity, quadrature: 12.891 microohm cm
Wire resistivity, third-order: 12.896 microohm cm
Wire resistivity, rho0(1+3/(4k)): 12.650 microohm cm
Resistance per length: 729.5 ohm/um
NEGLECTED EFFECTS
Specular fraction 0.2: ratio 0.8822, change +0.0289
Grain boundaries alone, reflection 0.3: ratio 0.8887
At 375 K instead of 300 K: ratio 0.8816, resistivity 15.60 microohm cm
Mass ratio 2: ratio 0.7976, change -0.0557
Effective Fermi wavenumber: 19.20 1/nm
Hard-wall modes per spin: 5110
Missing mode fraction: counted 0.0142, 4/(kF d) = 0.0139
```
